# Fourth field moments and the Kerr response of porous dielectrics

An effective-medium formula for the permittivity of a porous insulator also gives the mean square field in its solid matrix. It is tempting to square that mean and use it to predict how the permittivity changes with field. For the porous film worked out below, the Kerr coefficient found this way is 10 % too small when the field lies along an edge of the cubic pore lattice, and 3 % too small when it lies along a body diagonal. The linear permittivity does not reveal the shortfall: its derivative with respect to the matrix permittivity fixes the second moment of the field, whereas the Kerr response needs the fourth. The theorem gives the error exactly at first order in the nonlinearity and shows when it vanishes. A lossy example then shows that its sign is not assured when the permittivities are complex.

## Setting

A periodic composite has two phases, with real positive relative permittivities. Phase $m$, the matrix, fills a fraction $f$ of the cell. The local law is

$$\frac{\mathbf D}{\varepsilon_0}=\varepsilon(\mathbf r)\mathbf E+\chi(\mathbf r)|\mathbf E|^2\mathbf E ,$$

where $\chi=\chi_m$ in phase $m$ and $\chi=0$ elsewhere. Fields are quasistatic, there is no free charge, and the interfaces are smooth enough for the fields to remain bounded as $\chi_m\to0$. Angle brackets denote a cell average and $\langle\cdot\rangle_m$ an average over phase $m$ alone, so $\langle\chi g\rangle=f\chi_m\langle g\rangle_m$ for any $g$.

The mean field $\mathbf E_0=E_0\hat{\mathbf z}$ is held fixed and lies along a principal axis. The effective coefficients are defined by

$$\frac{\langle D_z\rangle}{\varepsilon_0}=\varepsilon_eE_0+\chi_eE_0^3+\dots$$

Let $\mathbf E_L$ be the field in the same structure, at the same $\mathbf E_0$, with $\chi_m=0$. Write $I=|\mathbf E_L|^2$.

**Theorem.** To first order in $\chi_m$,

$$\chi_e=f\chi_m\frac{\langle I^2\rangle_m}{E_0^4}. \tag{1}$$

Let $\chi_{\rm dec}=f\chi_m\langle I\rangle_m^2/E_0^4$ be the decoupled estimate. Then

$$\frac{\chi_e}{\chi_{\rm dec}}=1+\frac{\langle I^2\rangle_m-\langle I\rangle_m^2}{\langle I\rangle_m^2}\ge1, \tag{2}$$

with equality if and only if $I$ is uniform in phase $m$, apart from sets of zero volume.

For $\chi_m<0$ both coefficients are negative, and it is the magnitude that the estimate makes too small.

## Two lemmas

**Lemma 1.** Let $\mathbf E$ be curl-free with periodic fluctuations about its mean, and let $\mathbf D$ be periodic and divergence-free. Then $\langle\mathbf E\cdot\mathbf D\rangle=\langle\mathbf E\rangle\cdot\langle\mathbf D\rangle$.

*Proof.* Write $\mathbf E=\langle\mathbf E\rangle-\nabla\psi$ with $\psi$ periodic. Since $\nabla\cdot\mathbf D=0$, we have $\nabla\psi\cdot\mathbf D=\nabla\cdot(\psi\mathbf D)$. Its integral over the cell is a surface term. Opposite cell faces cancel by periodicity, and the two sides of an interface cancel because $\psi$ and the normal component of $\mathbf D$ are continuous. Hence $\langle\nabla\psi\cdot\mathbf D\rangle=0$. ∎

The two fields need not belong to the same problem, and the next proof uses this freedom.

**Lemma 2.** For any strength of the nonlinearity,

$$\frac{\mathbf E_0\cdot\langle\mathbf D\rangle}{\varepsilon_0}-\varepsilon_eE_0^2=\langle\chi|\mathbf E|^2\,\mathbf E\cdot\mathbf E_L\rangle. \tag{3}$$

*Proof.* Pair the linear field with the nonlinear displacement:

$$\frac{\mathbf E_0\cdot\langle\mathbf D\rangle}{\varepsilon_0}=\langle\varepsilon\,\mathbf E_L\cdot\mathbf E\rangle+\langle\chi|\mathbf E|^2\,\mathbf E\cdot\mathbf E_L\rangle .$$

Now pair the nonlinear field with the linear displacement $\varepsilon_0\varepsilon\mathbf E_L$:

$$\langle\varepsilon\,\mathbf E\cdot\mathbf E_L\rangle=\mathbf E_0\cdot\langle\varepsilon\mathbf E_L\rangle=\varepsilon_eE_0^2 .$$

Substituting the second line into the first gives (3). ∎

## Proof of the theorem

Let $\boldsymbol\delta=\mathbf E-\mathbf E_L$. It is curl-free and has zero mean, so Lemma 1 makes its average product with either displacement vanish:

$$\langle\varepsilon\,\boldsymbol\delta\cdot\mathbf E\rangle+\langle\chi|\mathbf E|^2\mathbf E\cdot\boldsymbol\delta\rangle=0,\qquad \langle\varepsilon\,\boldsymbol\delta\cdot\mathbf E_L\rangle=0 .$$

Subtraction gives

$$\langle\varepsilon|\boldsymbol\delta|^2\rangle=-\langle\chi|\mathbf E|^2\mathbf E\cdot\boldsymbol\delta\rangle. \tag{4}$$

The left side is at least $\varepsilon_{\min}\langle|\boldsymbol\delta|^2\rangle$, where $\varepsilon_{\min}$ is the smaller permittivity. By the Cauchy–Schwarz inequality the right side is at most $|\chi_m|\langle|\mathbf E|^6\rangle^{1/2}\langle|\boldsymbol\delta|^2\rangle^{1/2}$. The root-mean-square size of $\boldsymbol\delta$ is therefore of order $\chi_m$. Replacing $\mathbf E$ by $\mathbf E_L$ on the right of (3) then costs an error of order $\chi_m^2$, and

$$\frac{\mathbf E_0\cdot\langle\mathbf D\rangle}{\varepsilon_0}=\varepsilon_eE_0^2+f\chi_m\langle I^2\rangle_m+O(\chi_m^2).$$

Division by $E_0$ and comparison with the definition of $\chi_e$ give (1). Dividing (1) by $\chi_{\rm dec}$ gives $\langle I^2\rangle_m/\langle I\rangle_m^2$, which is (2). Its numerator is the variance $\langle(I-\langle I\rangle_m)^2\rangle_m$. This is non-negative, and it vanishes only for uniform $I$. ∎

**Remark: the next order.** Put $\mathbf E=\mathbf E_L+\boldsymbol\delta$ in (3) and keep terms linear in $\boldsymbol\delta$. The factor $|\mathbf E|^2$ contributes $2(\mathbf E_L\cdot\boldsymbol\delta)I$, and the factor $\mathbf E\cdot\mathbf E_L$ contributes $I\,\boldsymbol\delta\cdot\mathbf E_L$. Their sum is $3I\,\mathbf E_L\cdot\boldsymbol\delta$. At leading order (4) reads $\langle\chi I\,\mathbf E_L\cdot\boldsymbol\delta\rangle=-\langle\varepsilon|\boldsymbol\delta|^2\rangle$, so the second-order correction to (3) is $-3\langle\varepsilon|\boldsymbol\delta|^2\rangle\le0$. For positive $\chi_m$ the matrix average of $\mathbf E_L\cdot\boldsymbol\delta$, weighted by $I$, is therefore not positive: the field tends to weaken where it was strongest and the permittivity has risen most, though it may grow elsewhere in the matrix. Unless $\boldsymbol\delta$ vanishes, the correction puts $\langle D_z\rangle$ below the cubic law for either sign of $\chi_m$: the nonlinear response is weakened for positive $\chi_m$ and strengthened in magnitude for negative $\chi_m$.

## What the linear permittivity supplies

**Lemma 3.** $f\langle I\rangle_m=E_0^2\,\partial\varepsilon_e/\partial\varepsilon_m$.

*Proof.* Raise the matrix permittivity by $\Delta$, and let $\mathbf E'$ and $\varepsilon_e'$ be the new linear field and effective permittivity at the same $\mathbf E_0$. Lemma 1 gives $\langle\mathbf E_L\cdot\varepsilon'\mathbf E'\rangle=\varepsilon_e'E_0^2$ and $\langle\mathbf E'\cdot\varepsilon\mathbf E_L\rangle=\varepsilon_eE_0^2$. Their difference is $(\varepsilon_e'-\varepsilon_e)E_0^2=f\Delta\langle\mathbf E'\cdot\mathbf E_L\rangle_m$. Divide by $\Delta$ and let $\Delta\to0$. ∎

The decoupled estimate therefore needs nothing beyond the function $\varepsilon_e(\varepsilon_m)$:

$$\chi_{\rm dec}=\frac{\chi_m}{f}\left(\frac{\partial\varepsilon_e}{\partial\varepsilon_m}\right)^2. \tag{5}$$

This convenience is the reason for using it. By (2), for positive $\chi_m$ it is also a lower bound, provided the derivative is that of the true $\varepsilon_e$.

**A case of equality.** In a stack of flat layers with the field along the normal, $D_z$ is the same everywhere. The linear field in each matrix layer is then $E_0\varepsilon_e/\varepsilon_m$, which is uniform, and (5) is exact at first order in $\chi_m$ for any layer fraction.

## Dilute spherical pores

Let spherical pores of radius $a$ and permittivity $\varepsilon_p$ occupy a small fraction $p=1-f$. Around one pore, with $c=\cos\theta$ and $t=(a/r)^3$, try the potentials

$$\phi_{\rm out}=-E_0c\left(r-\frac{\beta a^3}{r^2}\right),\qquad \phi_{\rm in}=-(1-\beta)E_0rc .$$

They agree at $r=a$. Continuity of the normal displacement requires

$$\varepsilon_p(1-\beta)=\varepsilon_m(1+2\beta)\quad\Rightarrow\quad\beta=\frac{\varepsilon_p-\varepsilon_m}{\varepsilon_p+2\varepsilon_m}. \tag{6}$$

The outer field components are $E_r=E_0c(1+2\beta t)$ and $E_\theta=-E_0\sin\theta\,(1-\beta t)$. With $u=\beta t$,

$$\frac{I}{E_0^2}=c^2(1+2u)^2+(1-c^2)(1-u)^2=1+2uA+u^2B,$$

where $A=3c^2-1$ and $B=3c^2+1$. Over a sphere $c^2$ averages to $1/3$ and $c^4$ to $1/5$, so $A^2$ averages to $4/5$, $AB$ to $4/5$ and $B^2$ to $24/5$. The angular average of $(I/E_0^2-1)^2$ is then

$$4u^2\cdot\tfrac45+4u^3\cdot\tfrac45+u^4\cdot\tfrac{24}{5}.$$

In units of the pore volume, the volume inside radius $r$ is $1/t$, so the volume element is $dt/t^2$ with $t$ running from 0 to 1. Since $\int_0^1t^{n-2}dt=1/(n-1)$, the three terms acquire factors $1$, $1/2$ and $1/3$. The mean of $I/E_0^2$ differs from 1 by order $p$, which changes the variance at order $p^2$; interactions between pores also enter at that order. Hence

$$\frac{\chi_e}{\chi_{\rm dec}}-1=\frac85\,p\beta^2(2+\beta+\beta^2)+O(p^2). \tag{7}$$

For weak contrast the excess is $\frac{16}{5}p\beta^2$, of second order in the contrast. For empty pores in a matrix of very high permittivity, $\beta\to-1/2$ and it is $0.70\,p$. For inclusions of very high permittivity, $\beta\to1$ and it is $6.4\,p$, because the field crowds at their poles.

If the dilute spheres carry the nonlinearity instead of the matrix, the relevant field is the uniform interior one. The decoupled estimate is then correct at leading order in $p$.

## Maxwell Garnett permittivity

At finite porosity, suppose that each pore sits in the same uniform field $F$, responds as a dipole, and leaves the mean matrix field equal to $F$. The averages are

$$E_0=(1-p)F+p(1-\beta)F=(1-p\beta)F,$$

$$\frac{\langle D_z\rangle}{\varepsilon_0}=(1-p)\varepsilon_mF+p\varepsilon_p(1-\beta)F=\varepsilon_m(1+2p\beta)F,$$

where (6) was used in the second line. Their ratio is the Maxwell Garnett formula

$$\varepsilon_e=\varepsilon_m\frac{1+2p\beta}{1-p\beta}. \tag{8}$$

To differentiate it, note that $\partial\beta/\partial\varepsilon_m=-3\varepsilon_p/(\varepsilon_p+2\varepsilon_m)^2$. Because $1-\beta=3\varepsilon_m/(\varepsilon_p+2\varepsilon_m)$ and $1+2\beta=3\varepsilon_p/(\varepsilon_p+2\varepsilon_m)$, this means $\varepsilon_m\,\partial\beta/\partial\varepsilon_m=-(1-\beta)(1+2\beta)/3$. The fraction in (8) has $\beta$-derivative $3p/(1-p\beta)^2$. Therefore

$$\frac{\partial\varepsilon_e}{\partial\varepsilon_m}=\frac{1+2p\beta}{1-p\beta}-\frac{p(1-\beta)(1+2\beta)}{(1-p\beta)^2}. \tag{9}$$

To first order in $p$ this is $1+p(-1+2\beta+2\beta^2)$. Squaring it and dividing by $f=1-p$ gives $\chi_{\rm dec}/\chi_m=1+p(-1+4\beta+4\beta^2)$. Multiplication by (7) then yields

$$\frac{\chi_e}{\chi_m}=1+p\left(-1+4\beta+\tfrac{36}{5}\beta^2+\tfrac85\beta^3+\tfrac85\beta^4\right)+O(p^2).$$

## Where the inequality fails: losses

For a lossy composite at one frequency, let $\mathbf E$ be a complex amplitude and keep the same local law for the fundamental. Choose $E_0$ real. Lemmas 1 and 2 hold with unconjugated dot products, and if the field varies smoothly with $\chi_m$,

$$\chi_e=f\chi_m\frac{\langle|\mathbf E_L|^2\,\mathbf E_L\cdot\mathbf E_L\rangle_m}{E_0^4}.$$

The second factor is complex, so the average is no longer the mean of a square. Take dilute spheres with $\beta=i$, which by (6) means $\varepsilon_p=\varepsilon_m(-1+3i)/2$, an absorbing material for time dependence $e^{-i\omega t}$. In units of $E_0^2$, the dipole field gives $|\mathbf E_L|^2-1=t^2B$ and $\mathbf E_L\cdot\mathbf E_L-1=2itA-t^2B$. The angular average of their product is $\frac85it^3-\frac{24}{5}t^4$, and integration with $dt/t^2$ gives $-1.6+0.8i$. Relative to the product $\langle|\mathbf E_L|^2\rangle_m\langle\mathbf E_L\cdot\mathbf E_L\rangle_m$, the magnitude of the true response is thus $1-1.6p+O(p^2)$. The decoupled estimate is now too large. Using $\langle|\mathbf E_L|^2\rangle_m^2$ instead cannot repair this, since $|\langle\mathbf E_L\cdot\mathbf E_L\rangle_m|\le\langle|\mathbf E_L|^2\rangle_m$.

## A porous interlayer film

Take $\varepsilon_m=3.0$, empty pores with $\varepsilon_p=1.0$, and $p=0.30$, so that $\beta=-2/7=-0.286$. The pores form a simple cubic lattice with the field along a cube edge. The linear field was computed by finite elements on a mesh that follows the pore surface, and the averages were extrapolated from two mesh sizes. The results are

$$\varepsilon_e=2.288,\qquad \frac{\langle I\rangle_m}{E_0^2}=0.887,\qquad \frac{\langle I^2\rangle_m}{E_0^4}=0.880 .$$

Hence

$$\frac{\chi_e}{\chi_m}=0.70\times0.880=0.616,\qquad \frac{\chi_{\rm dec}}{\chi_m}=0.70\times0.887^2=0.551 .$$

The true coefficient exceeds the estimate by 11.7 % of the estimate; equivalently, the estimate falls short by 10.5 % of the true value.

Maxwell Garnett gives $\varepsilon_e=2.289$ and, from (9), a derivative of 0.623, against 0.621 from the cell. Equation (5) then gives $0.623^2/0.70=0.554$. The linear theory is thus good to better than 1 % here, and nearly all the error in the Kerr coefficient comes from replacing the fourth moment.

The dilute law (7) predicts an excess of 7.0 %, well below 11.7 %, so terms beyond first order in $p$ matter for this lattice and field direction. How much they matter depends on the structure: for a space-filling assemblage of pores in concentric matrix shells, where (8) is exact, the excess at $p=0.30$ is 6.0 %. At $p=0.01$ the same cell calculation gives an excess of $0.24\,p$, close to the $0.23\,p$ of the dilute law.

Arrangement matters too. With porosity, pore shape and cell volume held fixed, changing the cell height to 0.9 of the cube edge gives an excess of 8.2 %; a factor of 1.1 gives 15.8 %. Direction matters as well. In the cubic cell $\varepsilon_e$ and $\langle I\rangle_m$ are the same for every field direction, but the fourth moment is not: the excess is 5.1 % along a face diagonal and 2.9 % along a body diagonal. The 11.7 % belongs to the cubic lattice with the field along an edge, the direction of largest excess, and is not a constant of porous films.

For the capacitance, take $\chi_m=2\times10^{-6}\ (\mathrm{cm/MV})^2$, a rough size for the electronic response of silica. Then $\chi_e=1.23\times10^{-6}\ (\mathrm{cm/MV})^2$, or $1.23\times10^{-22}\ \mathrm{m^2/V^2}$. Differentiating the cubic law gives $\varepsilon_e+3\chi_eE_0^2$, so at 1 MV/cm the relative change in differential capacitance is

$$\frac{3\chi_eE_0^2}{\varepsilon_e}=\frac{3\times1.232\times10^{-6}}{2.288}=1.62\ \mathrm{ppm}.$$

The decoupled value is 1.45 ppm. Across 100 nm the voltage is 10 V, and the Kerr part of the voltage coefficient is $1.62/10^2=0.016\ \mathrm{ppm/V^2}$. If the local law has no term beyond the cubic one, the next order in the field lowers the Kerr part of $\langle D_z\rangle$ by a relative amount of roughly $6\times10^{-8}$, and that of the differential capacitance by $5/3$ as much.

## The model beside a real film

The permittivities and porosity are in the range of porous organosilicate interlayer films, whose pores are roughly 2 nm wide. At that size the lattice leaves walls only 0.4 nm thick between neighbouring pores, and most of the variance of $I$ arises within 0.3 nm of a wall, where a continuum local law is doubtful; the excess is a property of the continuum model. A bias of 10 V suits a test capacitor and is far above a logic supply. Real pores are disordered and often connected; the stretched cells and the change of field direction show that arrangement alone moves the excess between about 3 % and 16 % at this porosity, but they do not bound the effect of disorder.

A larger omission is mechanical. The electrodes attract with pressure $\frac12\varepsilon_0\varepsilon_eE_0^2=0.10$ MPa. With a rough modulus of 8 GPa for a laterally clamped film, the thickness falls by a fraction $s=1.27\times10^{-5}$. Since $s\propto V^2$, the charge is $C_0V(1+s)$ and the differential capacitance rises by $3s=38$ ppm, if the film follows the signal and its permittivity is unaffected by strain. On these assumptions the rise is more than 20 times the Kerr change; a permittivity that depends on strain could alter this ratio considerably. A measured voltage coefficient would therefore not isolate $\chi_e$, and improving the fourth moment would barely alter the predicted total. Temperature matters as well: at a rough 30 ppm/K, a drift of 54 mK equals the Kerr signal.

Electrical failure is less of a concern at this field. The largest matrix field, on the pore wall in the neck between neighbouring pores, is 1.30 MV/cm, about a quarter of a rough 5 MV/cm breakdown field. The root-mean-square pore field puts 0.24 V across 2 nm, far below the roughly ten volts needed to ionize a gas molecule. Moisture, trapped charge, ionic contributions to $\chi_m$ and the atomic structure of the pore walls are outside the model.
